\section*{The two-electron Coulomb integral for central-field orbitals}

\section{The theorem}

Hartree atomic units are used. Each spin-orbital has the central-field form
\begin{equation}
\phi_i=\frac{P_i(r)}{r}\,Y_{l_im_i}(\theta,\varphi)\,\chi_{m_{si}},\qquad P_i\ \text{real},
\label{orb}
\end{equation}
with all orbitals on one centre. In $\langle ab|r_{12}^{-1}|cd\rangle$ electron 1 occupies $a$ and $c$, electron 2 occupies $b$ and $d$, and $a,b$ are conjugated. With $x=\cos\theta$, the harmonics are
\begin{equation}
Y_{lm}=\frac{\Theta_{lm}(x)\,e^{im\varphi}}{\sqrt{2\pi}},\qquad \int_{-1}^{1}\Theta_{lm}^2\,dx=1,\qquad \Theta_{l,-m}=(-1)^m\Theta_{lm},
\label{Y}
\end{equation}
where $\Theta_{lm}$ is real and, for $m\ge0$, equals $(-1)^m(1-x^2)^{m/2}\,d^mP_l/dx^m$ times a positive constant. Here $P_l(x)$ is a Legendre polynomial, and $P_i(r)$ with an orbital label is a radial function. Define
\begin{align}
c^k(lm,l'm')&=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*\,Y_{k,m-m'}\,Y_{l'm'}\,d\Omega, \label{ck}\\
R^k(ab,cd)&=\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\,P_a(r_1)P_b(r_2)P_c(r_1)P_d(r_2)\,dr_1dr_2, \label{Rk}
\end{align}
with $r_<,r_>$ the smaller and larger of $r_1,r_2$, and $c^k=0$ if $|m-m'|>k$.

\paragraph{Theorem.} If $\iint|P_aP_bP_cP_d|\,r_>^{-1}dr_1dr_2$ is finite, then
\begin{align}
\langle ab|r_{12}^{-1}|cd\rangle={}&\delta_{m_{sa}m_{sc}}\,\delta_{m_{sb}m_{sd}}\,\delta_{m_a+m_b,\,m_c+m_d}\nonumber\\
&\times\sum_k c^k(l_am_a,l_cm_c)\,c^k(l_dm_d,l_bm_b)\,R^k(ab,cd).
\label{main}
\end{align}
The sum is finite: a term can be nonzero only if
\begin{equation}
|l_a-l_c|\le k\le l_a+l_c,\quad |l_b-l_d|\le k\le l_b+l_d,\quad l_a+l_c+k\ \text{and}\ l_b+l_d+k\ \text{even}.
\label{sel}
\end{equation}

\section{Two lemmas on the Coulomb kernel}

\paragraph{Lemma 1.} Let $\gamma$ be the angle between $\mathbf r_1$ and $\mathbf r_2$. For $r_1\ne r_2$,
\begin{equation}
\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),\qquad |P_k(\cos\gamma)|\le P_k(1)=1 .
\label{laplace}
\end{equation}

\emph{Proof.} Put $t=r_</r_><1$. The law of cosines gives $r_{12}^{-1}=r_>^{-1}(1-2t\cos\gamma+t^2)^{-1/2}$, and the last factor is the generating function $\sum_kt^kP_k(\cos\gamma)$. It factorizes as $(1-te^{i\gamma})^{-1/2}(1-te^{-i\gamma})^{-1/2}$. Both binomial series have positive coefficients, so $P_k(\cos\gamma)$ is a sum of phases $e^{in\gamma}$ with nonnegative weights, and its modulus is largest at $\gamma=0$. There the generating function is $(1-t)^{-1}$, so $P_k(1)=1$. $\square$

\paragraph{Lemma 2 (addition theorem).} For unit vectors $\mathbf n_1,\mathbf n_2$ at angle $\gamma$,
\begin{equation}
\sum_{q=-k}^{k}Y_{kq}(\mathbf n_1)Y_{kq}^*(\mathbf n_2)=\frac{2k+1}{4\pi}P_k(\cos\gamma).
\label{add}
\end{equation}

\emph{Proof.} The $Y_{kq}$ are an orthonormal basis of the restrictions to the sphere of harmonic homogeneous polynomials of degree $k$. The Laplacian is rotation invariant, so a rotation maps this space to itself and mixes the $Y_{kq}$ by a unitary matrix. The left side is therefore unchanged when both vectors are rotated together.

Rotate $\mathbf n_2$ to the polar axis $\mathbf z$. A continuous function proportional to $e^{iq\varphi}$ with $q\neq0$ vanishes there, which leaves $Y_{k0}(\mathbf n_1)Y_{k0}^*(\mathbf z)$. For $r_1<r_2$ the function $1/|\mathbf r_1-r_2\mathbf z|$ is harmonic in $\mathbf r_1$, and so is each term $r_1^kP_k(\cos\theta_1)$ of its power series. This term is axially symmetric, so $Y_{k0}\propto P_k(\cos\theta)$. The left side of \eqref{add} is thus $A_kP_k(\cos\gamma)$. Setting $\mathbf n_1=\mathbf n_2$ gives $\sum_q|Y_{kq}|^2=A_k$, and integration over the sphere gives $2k+1=4\pi A_k$. $\square$

With $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ the lemma reads
\begin{equation}
P_k(\cos\gamma)=\sum_qC_{kq}(1)\,C_{kq}^*(2).
\label{addC}
\end{equation}
Setting both directions to $\mathbf z$ gives $|Y_{k0}(\mathbf z)|^2=A_k$. With the positive sign of \eqref{Y}, $C_{k0}=P_k(\cos\theta)$, and the normalization of $Y_{k0}$ gives $\int_{-1}^1P_k^2dx=2/(2k+1)$.

\section{Proof of the theorem}

\paragraph{Separation.} The operator does not act on spin, so the spin sums give $\delta_{m_{sa}m_{sc}}\delta_{m_{sb}m_{sd}}$. The volume elements $r_1^2r_2^2$ cancel the four factors $1/r$ in \eqref{orb}.

At fixed $r_1\neq r_2$ the series \eqref{laplace} converges uniformly in the angles, since its terms are bounded by those of a geometric series. It may be integrated over angles term by term. The angular integral of $1/r_{12}$ itself is $(4\pi)^2/r_>$, because every $P_k$ with $k>0$ integrates to zero. The harmonics are bounded, so the assumption of the theorem makes the full integral absolutely convergent. The same assumption makes every $R^k$ finite, since $r_<^k/r_>^{k+1}\le1/r_>$. By \eqref{addC}, the angular factor multiplying $r_<^k/r_>^{k+1}$ is
\begin{equation}
\sum_q\Big[\int Y_a^*C_{kq}Y_c\,d\Omega\Big]\Big[\int Y_b^*C_{kq}^*Y_d\,d\Omega\Big].
\label{AB}
\end{equation}

\paragraph{Angular factors.} The azimuthal integral in the first bracket is $\int_0^{2\pi}e^{i(-m_a+q+m_c)\varphi}d\varphi$. It vanishes unless $q=m_a-m_c$, and then the bracket is $c^k(l_am_a,l_cm_c)$. Collecting $(2\pi)^{-3/2}\cdot2\pi=(2\pi)^{-1/2}$ gives
\begin{equation}
c^k(lm,l'm')=\sqrt{\frac{2}{2k+1}}\int_{-1}^1\Theta_{lm}\,\Theta_{k,m-m'}\,\Theta_{l'm'}\,dx,
\label{ckreal}
\end{equation}
which is real. The second bracket is a complex conjugate:
\begin{equation}
\int Y_b^*C_{kq}^*Y_d\,d\Omega=\Big[\int Y_d^*C_{kq}Y_b\,d\Omega\Big]^*=\delta_{q,\,m_d-m_b}\,c^k(l_dm_d,l_bm_b).
\label{second}
\end{equation}
The two conditions on $q$ agree only if $m_a-m_c=m_d-m_b$, that is, $m_a+m_b=m_c+m_d$. One value of $q$ then survives.

\paragraph{Order of arguments.} Interchanging the arguments in \eqref{ckreal} replaces $\Theta_{k,q}$ by $\Theta_{k,-q}=(-1)^q\Theta_{kq}$, so
\begin{equation}
c^k(l'm',lm)=(-1)^{m-m'}c^k(lm,l'm').
\label{swap}
\end{equation}
Writing $c^k(l_bm_b,l_dm_d)$ in \eqref{main} would therefore reverse the sign of the integral whenever $m_b-m_d$ is odd.

\paragraph{Selection rules.} Under inversion $Y_{lm}$ acquires $(-1)^l$, so the integral \eqref{ck} vanishes unless $l+l'+k$ is even.

For the range of $k$, let $\mathcal P_n$ be the homogeneous polynomials of degree $n$, with inner product $\langle p,s\rangle=\bar p(\partial)s$. Distinct monomials are orthogonal and have positive norm. Since multiplication by $r^2$ in the first entry becomes $\nabla^2$ acting on the second, $\langle r^2p,s\rangle=\langle p,\nabla^2s\rangle$. The orthogonal complement of $r^2\mathcal P_{n-2}$ in $\mathcal P_n$ is thus the set of harmonic polynomials. Repeating the decomposition, every member of $\mathcal P_n$ restricted to the sphere is a sum of harmonics of degree at most $n$.

The product $Y_{lm}^*Y_{l'm'}$ is the restriction of a member of $\mathcal P_{l+l'}$. Harmonics of different degree are orthogonal, so $c^k=0$ for $k>l+l'$. The same argument for the other two pairings gives $l\le k+l'$ and $l'\le k+l$, hence $k\ge|l-l'|$. Both angular factors in \eqref{main} must be nonzero, which gives \eqref{sel}. The finite sum may now be integrated over $r_1$ and $r_2$ term by term, and each term gives \eqref{Rk}. $\square$

\paragraph{Remark on the conditions.} The argument needs one centre and one $l,m$ per orbital. An orbital that mixes several $l$ gives a sum of expressions \eqref{main}, one for each choice of components. If the $P_i$ differ between members of a shell, \eqref{main} still holds, but the $R^k$ are no longer common to the shell.

\section{Direct and exchange coefficients}

\paragraph{Corollary.} The direct integral ($c=a$, $d=b$) and the exchange integral ($c=b$, $d=a$) are
\begin{align}
J_{ab}&=\sum_ka^kF^k, & a^k&=c^k(l_am_a,l_am_a)\,c^k(l_bm_b,l_bm_b), & F^k&=R^k(ab,ab), \label{J}\\
K_{ab}&=\delta_{m_{sa}m_{sb}}\sum_kb^kG^k, & b^k&=\big[c^k(l_am_a,l_bm_b)\big]^2, & G^k&=R^k(ab,ba). \label{K}
\end{align}

\emph{Proof.} The direct case is a substitution. In the exchange case the second factor of \eqref{main}, $c^k(l_dm_d,l_bm_b)$, becomes $c^k(l_am_a,l_bm_b)$. This equals the first factor, hence the square. Both spin deltas become $\delta_{m_{sa}m_{sb}}$, and the condition on $m$ holds identically in both cases. $\square$

By \eqref{sel}, $k$ in $J$ is even and at most $\min(2l_a,2l_b)$. In $K$ it runs from $|l_a-l_b|$ to $l_a+l_b$ in steps of two. Since $C_{00}=1$, $a^0=1$, and $F^0$ is the repulsion of the two spherically averaged charge clouds. The terms with $k\ge2$ are interactions of their higher multipoles.

The densities $P_a^2,P_b^2$ are nonnegative, and $r_<^k/r_>^{k+1}$ decreases with $k$ wherever $r_1\ne r_2$, so $F^0>F^2>F^4>\dots>0$. This argument does not cover $G^k$ for different shells, where $P_aP_b$ may change sign. For equivalent electrons, $P_a=P_b$ and $G^k=F^k$.

If $b$ is an $s$ orbital, $J=F^0$ and only $k=l_a$ enters $K$. Since $Y_{00}=1/\sqrt{4\pi}$,
\begin{equation}
c^l(lm,00)=\sqrt{\frac{4\pi}{2l+1}}\,\frac1{\sqrt{4\pi}}\int|Y_{lm}|^2d\Omega=\frac1{\sqrt{2l+1}},
\label{sorb}
\end{equation}
so for parallel spins $K=G^l/(2l+1)$ for every $m$.

\paragraph{Lemma 3 (shell sums).}
\begin{align}
\sum_mc^k(lm,lm)&=(2l+1)\,\delta_{k0}, \label{suma}\\
\sum_{mm'}\big[c^k(lm,l'm')\big]^2&=\frac{(2l+1)(2l'+1)}2\int_{-1}^1P_lP_kP_{l'}\,dx. \label{sumb}
\end{align}

\emph{Proof.} By \eqref{add} at $\gamma=0$, $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, and $\int C_{k0}\,d\Omega=4\pi\delta_{k0}$. This is \eqref{suma}. For \eqref{sumb}, write the square as $\sum_q|\int Y_{lm}^*C_{kq}Y_{l'm'}d\Omega|^2$, a double integral over two directions. The sums over $q$, $m$ and $m'$ follow from \eqref{addC} and \eqref{add}:
\begin{equation}
\sum_{mm'}\big[c^k\big]^2=\frac{(2l+1)(2l'+1)}{16\pi^2}\iint P_l\,P_{l'}\,P_k(\cos\gamma)\,d\Omega_1d\Omega_2 .
\end{equation}
The integrand depends on $\gamma$ alone, so the double integral is $4\pi\cdot2\pi\int_{-1}^1P_lP_{l'}P_k\,dx$. $\square$

\section{Example: the valence shells of chromium}

The septet $3d^54s$ state of the free Cr atom was computed by nonrelativistic restricted open-shell Hartree--Fock in the def2-TZVP basis. Correlation and relativity are left out, and the results contain the error of the finite basis. The four digits below belong to this basis: in the larger cc-pV5Z basis, with which cc-pVQZ agrees to $10^{-5}$ hartree in these integrals, $F^0(dd)$ is higher by $0.0007$, $F^2(dd)$ by $0.0003$ and $F^4(dd)$ by $0.0001$ hartree, while $F^0(ds)$ is lower by $0.0002$ and $G^2(ds)$ by $0.0001$ hartree. The $3d$ and $4s$ shells are half filled with parallel spins and the inner shells are closed, so for orbitals of the form \eqref{orb}, \eqref{add} shows that the density matrix of each spin depends on the two directions only through the angle between them. The Coulomb and exchange operators then commute with rotations, and the form \eqref{orb} is self-consistent. The Slater integrals, in hartree, are
\begin{align}
F^0(dd)&=0.6874, & F^2(dd)&=0.3078, & F^4(dd)&=0.1896,\nonumber\\
F^0(ds)&=0.3144, & G^2(ds)&=0.0406. &&
\end{align}

\paragraph{One pair.} Take $3d$ electrons with $m=2$ and $m=1$. From \eqref{Y},
\begin{equation}
\Theta_{22}=\tfrac{\sqrt{15}}4(1-x^2),\qquad \Theta_{21}=-\tfrac{\sqrt{15}}2\,x\sqrt{1-x^2}.
\end{equation}
For equal arguments $C_{k0}=P_k$, so $c^k(lm,lm)=\int\Theta_{lm}^2P_k\,dx$. With weight $\Theta_{22}^2$ the means of $x^2$ and $x^4$ are $\frac17$ and $\frac1{21}$; with $\Theta_{21}^2$ they are $\frac37$ and $\frac5{21}$. Inserting these in $P_2=\frac12(3x^2-1)$ and $P_4=\frac18(35x^4-30x^2+3)$ gives
\begin{align}
c^2(22,22)&=-\tfrac27, & c^2(21,21)&=\tfrac17, & a^2&=-\tfrac2{49},\nonumber\\
c^4(22,22)&=\tfrac1{21}, & c^4(21,21)&=-\tfrac4{21}, & a^4&=-\tfrac4{441}.
\end{align}
The exchange coefficients need $\Theta_{41}=-\frac{3}{2\sqrt{10}}\cdot\frac52\,x(7x^2-3)\sqrt{1-x^2}$. With $\int x^2(1-x^2)^2dx=\frac{16}{105}$ and $\int x^4(1-x^2)^2dx=\frac{16}{315}$ over $[-1,1]$, \eqref{ckreal} gives
\begin{align}
c^2(22,21)&=\sqrt{\tfrac25}\cdot\tfrac{15\sqrt{15}}{16}\cdot\tfrac{16}{105}=\tfrac{\sqrt6}7, & b^2&=\tfrac6{49},\nonumber\\
c^4(22,21)&=\tfrac{\sqrt2}3\cdot\tfrac{225}{32\sqrt{10}}\Big(\tfrac{7\cdot16}{315}-\tfrac{3\cdot16}{105}\Big)=-\tfrac{\sqrt5}{21}, & b^4&=\tfrac5{441},
\end{align}
and $b^0=0$ because the orbitals are orthogonal in angle. Hence, in hartree,
\begin{align}
J&=0.6874-\tfrac2{49}(0.3078)-\tfrac4{441}(0.1896)=0.6731,\\
K&=\tfrac6{49}(0.3078)+\tfrac5{441}(0.1896)=0.0398 .
\end{align}
$J$ lies below $F^0$ because the multipole moments of the two clouds have opposite signs, for $k=2$ and for $k=4$.

For parallel spins the two-electron determinant $(ab-ba)/\sqrt2$ has repulsion $J-K=0.6333$ hartree, or 17.23 eV (17.25 eV in cc-pV5Z).

\paragraph{An off-diagonal integral.} For $a,b,c,d$ with $l=2$ and $m=2,0,1,1$, the angular factors are $c^k(22,21)\,c^k(21,20)$. The second factor is $0.1429$ for $k=2$ and $0.2608$ for $k=4$, so
\begin{equation}
(0.3499)(0.1429)(0.3078)-(0.1065)(0.2608)(0.1896)=0.0101\ \text{hartree}.
\end{equation}
Here $m_b-m_d=-1$, and the order $c^k(l_bm_b,l_dm_d)$ would give $-0.0101$ hartree.

\paragraph{The whole valence shell.} In the expectation value of $\sum_{i<j}r_{ij}^{-1}$ in a determinant, orthogonality leaves for each pair only the identity and the interchange of its two electrons. The repulsion is therefore $\sum_{i<j}(J_{ij}-K_{ij})$. The terms $i=j$ vanish, so the sum may be taken as half the unrestricted sum. For the $d$ shell, \eqref{suma} gives $\sum_{mm'}a^k=25\,\delta_{k0}$. For \eqref{sumb}, direct multiplication gives
\begin{equation}
P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4 ,
\end{equation}
so $\int P_2^2P_k\,dx=\frac25,\frac4{35},\frac4{35}$ and $\sum_{mm'}b^k=5,\frac{10}7,\frac{10}7$ for $k=0,2,4$. Therefore
\begin{align}
E_{dd}&=\tfrac12\big[25F^0-5F^0-\tfrac{10}7(F^2+F^4)\big]=10F^0-\tfrac57(F^2+F^4)\nonumber\\
&=6.874-0.355=6.519\ \text{hartree}.
\end{align}
For the $4s$ electron, \eqref{sorb} gives $b^2=\frac15$ for each of the five $d$ electrons:
\begin{equation}
E_{ds}=5F^0(ds)-5\cdot\tfrac15\,G^2(ds)=1.572-0.041=1.531\ \text{hartree}.
\end{equation}
The valence repulsion is $8.050$ hartree, or $219.0$ eV; in cc-pV5Z it is $8.055$ hartree, or $219.2$ eV.

\paragraph{Reversing the $4s$ spin.} With frozen orbitals, the one-electron and direct energies do not change. The exchange of $4s$ with the closed shells is the same for either spin. Only the $4s$--$3d$ exchange is lost, so the determinant energy rises by $G^2(ds)=0.0406$ hartree, or $1.11$ eV ($1.10$ eV in cc-pV5Z).

This is not the septet--quintet splitting. The spin-raising operator turns the reversed determinant ($M_S=2$) into the parallel one, with squared norm 1. A pure quintet would give 0 and a pure septet $3\cdot4-2\cdot3=6$, so the reversed determinant is a mixture of the two.

\paragraph{Numerical check.} Equation \eqref{main} was compared with Gaussian two-electron integrals, evaluated without a multipole expansion, for all 6561 combinations of the $4s$, $3p$ and $3d$ orbitals. The largest difference is $3.7\times10^{-12}$ hartree.

\section*{Calculated quantities}
\begin{verbatim}
Cr ROHF/def2-TZVP total energy: -1043.334337 hartree
largest nonspherical singular-value ratio: 3.5e-13
1/r12 at test points, direct: 0.5705817171 1/bohr
1/r12 at test points, expansion to k=30: 0.5705817171 1/bohr
integrals compared: 6561, nonzero: 559
largest formula-reference difference: 3.7e-12 hartree
c^2(2 2,2 2) = -0.285714, times 7 = -2.0000
c^4(2 2,2 2) = 0.047619, times 21 = 1.0000
c^2(2 1,2 1) = 0.142857, times 7 = 1.0000
c^4(2 1,2 1) = -0.190476, times 21 = -4.0000
c^2(2 0,2 0) = 0.285714, times 7 = 2.0000
c^4(2 0,2 0) = 0.285714, times 21 = 6.0000
c^2(2 2,2 1) = 0.349927, c^2(2 1,2 0) = 0.142857
c^4(2 2,2 1) = -0.106479, c^4(2 1,2 0) = 0.260820
F^0(3d,3d) = 0.68738 hartree = 18.705 eV
F^2(3d,3d) = 0.30778 hartree = 8.375 eV
F^4(3d,3d) = 0.18962 hartree = 5.160 eV
F^0(3d,4s) = 0.31436 hartree = 8.554 eV
G^2(3d,4s) = 0.04063 hartree = 1.106 eV
Pair 3d(m=2), 3d(m=1):
a^0 = 1.0000, 49 a^2 = -2.0000, 441 a^4 = -4.0000
b^0 = 0.0000, 49 b^2 = 6.0000, 441 b^4 = 5.0000
J formula = 0.67310, reference = 0.67310 hartree
K formula = 0.03984, reference = 0.03984 hartree
J-K, parallel spins = 0.63326 hartree = 17.232 eV
Off-diagonal integral <d2 d0|1/r12|d1 d1>:
formula = 0.01012, reference = 0.01012 hartree
with wrong argument order c^k(b,d) = -0.01012 hartree
b^2(3d m,4s), same for every m = 0.2000
3d-3d repulsion, ten parallel pairs = 6.5185 hartree
3d-4s repulsion, five parallel pairs = 1.5312 hartree
valence repulsion, formula = 8.0497 hartree = 219.04 eV
valence repulsion, reference = 8.0497 hartree
4s spin reversal, determinant energies = 0.04063 hartree
\end{verbatim}
